Stretched Clebsch-Gordan coefficients as a hypergeometric distribution

Take a free terbium atom in its lowest level, described by pure LS coupling, with total angular momentum J = 15/2 and projection M = 5/2. The orbital projection m_L can then be 5, 4, 3, 2, 1 or 0, and the probabilities of these six values are 1, 50, 450, 1200, 1050 and 252, each divided by 3003. The common denominator 3003 is the number of ways to choose 10 objects from 15. Nothing in the atom is being drawn from an urn, yet the probabilities are those of drawing without replacement, and the mean of m_L is 5/3, which is two thirds of M.

The reason is that the orbital angular momentum L = 5 and the spin S = 5/2 are coupled to their largest possible total, L + S = 15/2. Consider any two independent angular momenta j1 and j2, integer or half-integer, with ħ = 1, coupled to J = j1 + j2. This is called the stretched case; the word refers to J, while M may take any value from −J to J. Write C(N,k) = N!/[k!(N−k)!] for the binomial coefficient, taken as zero when k lies outside 0 to N. The claim is that, for m1 + m2 = M,

|⟨j1 m1; j2 m2|J M⟩|² = C(2j1, j1+m1) C(2j2, j2+m2) / C(2J, J+M),

and that for J > 0 the mean of m1 is

⟨m1⟩ = M j1/J.

The derivation starts from the state with the largest projection. A product state |j1 m1⟩|j2 m2⟩ has total projection j1 + j2 in one case, m1 = j1 and m2 = j2. The total raising operator J₊ = J1₊ + J2₊ annihilates this state, since neither projection can be raised. From J± = Jx ± iJy and [Jx, Jy] = iJz one finds

J₋J₊ = Jx² + Jy² + i[Jx, Jy] = Jx² + Jy² − Jz,

so that J² = J₋J₊ + Jz² + Jz. Acting on the product state, J² therefore gives (j1+j2)² + (j1+j2) = J(J+1). The product state is thus the top state of the stretched multiplet, and with the Condon-Shortley phase convention

|J J⟩ = |j1 j1⟩|j2 j2⟩.

All other states of the multiplet follow by lowering. In the same convention a single step is

J₋|j m⟩ = √[(j+m)(j−m+1)] |j m−1⟩.

Start at m = j and lower n times. At step number s the projection before lowering is m = j − s + 1, so the two factors under the root are j + m = 2j − s + 1 and j − m + 1 = s. The product of the factors s from 1 to n is n!, and the product of the factors 2j − s + 1 is 2j(2j−1)…(2j−n+1) = (2j)!/(2j−n)!. Hence

J₋ⁿ|j j⟩ = √[n!(2j)!/(2j−n)!] |j, j−n⟩, for 0 ≤ n ≤ 2j.

One further lowering gives zero.

For the coupled system J₋ = J1₋ + J2₋. The two terms act on different degrees of freedom and commute, so the ordinary binomial theorem applies:

J₋ⁿ = Σ_a C(n,a) (J1₋)ᵃ (J2₋)ᵇ, with b = n − a.

Let n = J − M. The term with a given a lowers the first projection to m1 = j1 − a and the second to m2 = j2 − b. Thus a = j1 − m1 and b = j2 − m2, and their sum is J − M, as it must be. Terms with a > 2j1 or b > 2j2 vanish because they lower past the bottom of a multiplet.

Now apply J₋ⁿ to both sides of the equation for the top state. The left side is √[n!(2J)!/(2J−n)!] |J M⟩. On the right, the lowering formula is used once for each angular momentum. Equating the two and dividing by the root on the left gives the coefficient of |j1 m1⟩|j2 m2⟩:

⟨j1 m1; j2 m2|J M⟩ = C(n,a) √[a!(2j1)!/(2j1−a)!] √[b!(2j2)!/(2j2−b)!] / √[n!(2J)!/(2J−n)!].

Every factor is positive, so all stretched coefficients are positive in this convention. To square the expression, use C(n,a) = n!/(a!b!), which holds because n − a = b:

|⟨j1 m1; j2 m2|J M⟩|² = [(n!)²/((a!)²(b!)²)] · [a!(2j1)!/(2j1−a)!] · [b!(2j2)!/(2j2−b)!] · [(2J−n)!/(n!(2J)!)].

One factor a!, one factor b! and one factor n! cancel. What remains is

{(2j1)!/[a!(2j1−a)!]} · {(2j2)!/[b!(2j2−b)!]} · {n!(2J−n)!/(2J)!} = C(2j1,a) C(2j2,b)/C(2J,n).

This form counts downward steps. The symmetry C(N,k) = C(N,N−k) turns it into a count of what has not been lowered: 2j1 − a = j1 + m1, 2j2 − b = j2 + m2 and 2J − n = J + M. With these replacements the stated formula is obtained.

It is convenient to set

N = 2J, K = 2j1, r = J + M, k = j1 + m1.

Then N − K = 2j2 and r − k = j2 + m2, and the probability reads

P(k) = C(K,k) C(N−K,r−k)/C(N,r).

This is the hypergeometric distribution: among N objects K are marked, r are drawn without replacement, and k is the number of marked objects drawn. Its normalization follows from (1+x)^A (1+x)^B = (1+x)^(A+B). Comparing the coefficients of xʳ on the two sides gives Vandermonde's identity,

Σ_k C(A,k) C(B,r−k) = C(A+B,r),

and the choice A = K, B = N − K shows that the P(k) add to one.

The objects have a physical counterpart. Take N = 2J spins one-half, all pointing up. Their total projection is J, and the total raising operator annihilates the state, so it is the top state of a multiplet with total angular momentum J. Lowering it with the sum of the single-spin lowering operators treats all spins alike, so each resulting state is unchanged when spins are interchanged. If r spins are up, the projection is r/2 − (N−r)/2 = r − J, so r = J + M. Any placement of the r up spins can be carried into any other by a permutation. All C(N,r) placements therefore have the same amplitude, and each has probability 1/C(N,r).

Divide these spins into a first group of 2j1 and a second group of 2j2. With all spins up, the groups are in the top states of multiplets j1 and j2. The lowering operator of each group does not change that group's total angular momentum, so the groups retain the values j1 and j2 throughout. If k spins of the first group are up, then m1 = k/2 − (2j1−k)/2 = k − j1. The number of placements with this k is C(2j1,k) C(2j2,r−k), and division by C(2J,r) gives the distribution again. The drawing without replacement is the distribution of a fixed number of up spins over two groups. In an atom the 2J spins are a mathematical device for representing the angular momentum and need not be particles.

The mean can be read from the same picture. By symmetry each of the N spins is up with probability r/N, so the first group contains on average K r/N up spins. The algebra confirms this without the picture. For k ≥ 1,

k C(K,k) = K!/[(k−1)!(K−k)!] = K C(K−1,k−1).

Vandermonde's identity with A = K − 1 and B = N − K then gives, for K ≥ 1 and r ≥ 1,

⟨k⟩ = K Σ_k C(K−1,k−1) C(N−K,r−k)/C(N,r) = K C(N−1,r−1)/C(N,r).

Since r C(N,r) = N C(N−1,r−1), the last ratio of binomials is r/N. Therefore

⟨k⟩ = K r/N = 2j1(J+M)/(2J) = j1 + M j1/J.

If K = 0 or r = 0, then k is zero with certainty and the formula also gives zero. Because m1 = k − j1,

⟨m1⟩ = M j1/J, and likewise ⟨m2⟩ = M − ⟨m1⟩ = M j2/J.

The total projection is shared in proportion to the quantum numbers j1 and j2. This is a statement about means. The individual values of m1 still scatter, and their variance follows from the same device applied twice. From k(k−1) C(K,k) = K(K−1) C(K−2,k−2) one obtains, for N ≥ 2,

⟨k(k−1)⟩ = K(K−1) r(r−1)/[N(N−1)].

When K or r is less than 2, both sides are zero. The variance is ⟨k(k−1)⟩ + ⟨k⟩ − ⟨k⟩², or

Var(k) = (K r/N) [(K−1)(r−1)/(N−1) + 1 − K r/N].

Over the common denominator N(N−1), the numerator of the bracket is

N(K−1)(r−1) + N(N−1) − K r(N−1) = N² − N K − N r + K r = (N−K)(N−r).

Subtracting the constant j1 does not alter a variance. With N − K = 2j2 and N − r = J − M, the result for J ≥ 1 is

Var(m1) = K r(N−K)(N−r)/[N²(N−1)] = j1 j2(J²−M²)/[J²(2J−1)].

It vanishes at M = ±J, where each angular momentum has its extreme projection and a single product state contributes. For fixed j1, j2 > 0 it is largest at the smallest allowed |M|.

Two limits show what the distribution contains. If j2 = 1/2, then N − K = 1, and the probability that the second angular momentum points up is C(N−1,r−1)/C(N,r) = r/N = (J+M)/(2J). The corresponding coefficient is √[(j1+M+1/2)/(2j1+1)], the known result for adding a spin one-half. In the opposite limit j1 is fixed and j2 grows without bound while M/J is held fixed. Writing out the factorials gives

P(k) = C(K,k) · [r(r−1)…(r−k+1)] · [(N−r)(N−r−1)…(N−r−K+k+1)] / [N(N−1)…(N−K+1)].

There are k factors in the first bracket, K − k in the second and K in the denominator. As N grows with r/N → p, this tends to

P(k) → C(K,k) pᵏ (1−p)^(K−k), with p = (1 + M/J)/2.

This is the binomial distribution. It also describes 2j1 independent spins one-half that all point at an angle θ to the z axis, where cos θ = M/J, because each is then up with probability cos²(θ/2) = (1 + cos θ)/2 = p. For finite j2 and J ≥ 1 the variance equals the binomial value K p(1−p), evaluated with p = r/N, multiplied by the factor (N−K)/(N−1) = 2j2/(2J−1). For j1 > 1/2 this factor is less than one: the fixed total number of up spins narrows the distribution, except at M = ±J, where both variances are zero. For j1 = 1/2 the factor equals one, and the distribution is already binomial with p = r/N at any j2.

The condition J = j1 + j2 cannot be dropped. Take j1 = j2 = 1 and write |m1, m2⟩ for the product states. The combination

(|1,0⟩ − |0,1⟩)/√2

has M = 1. Raising either term gives √2|1,1⟩, so J₊ annihilates the difference, and this is the state J = 1, M = 1. The values m1 = 1 and m1 = 0 each have probability 1/2. The mean is 1/2, whereas M j1/J would be 1. Lowering this state gives

J₋(|1,0⟩ − |0,1⟩)/√2 = |0,0⟩ + |1,−1⟩ − |−1,1⟩ − |0,0⟩ = |1,−1⟩ − |−1,1⟩.

The two contributions to |0,0⟩ have cancelled, so the state J = 1, M = 0 has zero probability for m1 = 0. In the stretched state J = 2, M = 0, by contrast, the probabilities for m1 = 1, 0, −1 are 1/6, 4/6 and 1/6. A counting law has no place for such cancellation; in the stretched multiplet all contributions add with the same sign.

Nor do the probabilities by themselves specify the state. For two spins one-half with M = 0, the stretched state is (|↑↓⟩ + |↓↑⟩)/√2. The orthogonal combination, with a minus sign, has J = 0. Both give probability 1/2 to each product state. The hypergeometric law describes measurements of the two projections; other observables can depend on the relative signs as well.

For terbium the two angular momenta are j1 = L and j2 = S. The configuration is 4f⁹6s², and the closed 6s shell contributes neither orbital angular momentum nor spin. Hund's rules select the largest S and then the largest L. Seven of the nine 4f electrons occupy the seven orbitals with spin up, and their orbital projections add to zero. The other two have spin down and take the projections 3 and 2. Hence S = 7/2 − 1 = 5/2 and L = 3 + 2 = 5.

The order of the levels follows from the spin-orbit interaction ζ Σ l·s, with ζ > 0 and the sum running over the 4f electrons. Within this LS term it acts as λ L·S. To find λ, compare expectation values in the determinant just described, which has M_L = L and M_S = S. The parts of l·s that flip a spin lead to other determinants and contribute nothing, so

ζ Σ m_l m_s = ζ [(1/2)·0 − (1/2)(3 + 2)] = −(5/2)ζ.

The corresponding expectation value of λ L·S is λLS = (25/2)λ, and therefore λ = −ζ/5. The level energies are (λ/2)[J(J+1) − L(L+1) − S(S+1)]. Since λ is negative, the largest J lies lowest: J = L + S = 15/2. This is the stretched case.

With M = 5/2 the parameters of the distribution are N = 15, K = 10 and r = 15/2 + 5/2 = 10. The denominator is C(15,10) = 3003, and the numerators are C(10, 5+m_L) C(5, 5/2+m_S):

m_L = 5, m_S = −5/2: 1 · 1 = 1, P = 0.0003
m_L = 4, m_S = −3/2: 10 · 5 = 50, P = 0.0167
m_L = 3, m_S = −1/2: 45 · 10 = 450, P = 0.1499
m_L = 2, m_S = 1/2: 120 · 10 = 1200, P = 0.3996
m_L = 1, m_S = 3/2: 210 · 5 = 1050, P = 0.3497
m_L = 0, m_S = 5/2: 252 · 1 = 252, P = 0.0839

The numerators add to 3003. Their weighted mean is

⟨m_L⟩ = (5·1 + 4·50 + 3·450 + 2·1200 + 1·1050 + 0·252)/3003 = 5005/3003 = 5/3.

The general formula gives the same value, M L/J = (5/2)·5/(15/2) = 5/3. The spin carries the remaining ⟨m_S⟩ = 5/6. The variance is

Var(m_L) = 5 · 2.5 · (56.25 − 6.25)/(56.25 · 14) = 0.794,

so the standard deviation is 0.891. The orbital projection is thus far from fixed, although its mean is a simple fraction of M.

That mean determines the magnetic moment. In Bohr magnetons the z component is −(L_z + g_s S_z), where g_s = 2.0023 is the electron spin g factor. Inserting the two means gives

⟨μ_z⟩ = −M(L + g_s S)/J = −g_J M,

g_J = (5 + 2.0023 · 2.5)/7.5 = 1.334.

Because both means are proportional to M, the same g_J serves every M of the level. For M = 5/2 the moment is −3.34 Bohr magnetons, or −1.67 atomic units, one Bohr magneton being half the atomic unit eħ/m_e.

These are values of the LS model. Mixing with other terms and configurations, the nuclear spin and relativistic corrections to the moment have been left out. Mixing with other terms of 4f⁹ alone already changes the last digits shown. With Coulomb and spin-orbit parameters of the size typical for terbium (ζ between about 1500 and 1700 cm⁻¹), spin-orbit mixing within 4f⁹ leaves about 93 to 96 percent of the lowest level in the term L = 5, S = 5/2. It lowers g_J to between 1.325 and 1.328, changes the moment at M = 5/2 to between −3.31 and −3.32 Bohr magnetons, raises the mean of m_L to between 1.68 and 1.69, and shifts individual probabilities by up to about 0.006. The state must also retain its value of J. A magnetic field whose energy is comparable with the spin-orbit splitting mixes levels of different J and the same M, and the stretched coefficients then no longer describe the result. Within this LS term the states M = ±15/2 escape such mixing, because each is the sole state with its projection.

Numerical values quoted here were computed with a short program.
